# Choosing the carrier flux and mesh for a biased semiconductor electrode

An n-type semiconductor touches an electrolyte. Electrons have moved to the redox couple, a layer of bare donors remains, and the bands bend by perhaps a volt. In the dark at equilibrium no current flows, yet near the edge of the depletion layer electron drift and electron diffusion are each enormous and must cancel. An anodic bias then adds volts to the bending, and the potential may change by many thermal voltages between neighbouring mesh points.

A program for such an interface must turn densities at two mesh points into a flux between them. The choice of that flux is the setting treated here. Central differences and the Scharfetter–Gummel flux agree on a fine mesh, but they differ in whether equilibrium densities give exactly zero flux and whether densities stay positive.

## The model behind the setting

The electrolyte is at $x=0$ and an ohmic contact at $x=L$. Let $V_T=k_BT/q$, with $q>0$, and let $u=\psi/V_T$ be the reduced potential, zero at the contact. Practical units are used, since Hartree units are unnatural at this scale. With donor density $N$ and Debye length $\lambda=\sqrt{\epsilon V_T/(qN)}$, Poisson's equation is

$$u''=-\frac{p-n+N}{\lambda^2N}.$$

Particle fluxes are positive toward the bulk. With the Einstein relation,

$$F_n=D_n(nu'-n'),\qquad F_p=-D_p(pu'+p').$$

In steady state $F_n'=F_p'=G-R$, where $G$ is photogeneration and

$$R=\frac{np-n_{\rm int}^2}{\tau(n+p+2n_{\rm int})}$$

is Shockley–Read–Hall recombination with equal lifetimes $\tau$ and traps at the intrinsic level. Here $n_{\rm int}$ is the intrinsic density; a plain index, as in $n_i$, will denote a mesh node. Electrons and holes leave for the electrolyte at rates $k_n(n_0-n^*)$ and $k_p(p_0-p^*)$. The starred values are the equilibrium surface densities, so $n^*p^*=n_{\rm int}^2$.

The band edges are pinned at the surface: an anodic bias $U$ raises the bending from $\Phi_0$ to $\Phi=\Phi_0+U$, and $u(0)=-\Phi/V_T$. Statistics are Boltzmann. Surface recombination, tunnelling, breakdown and a changing potential drop in the electrolyte are left out. Mobilities are constant, so velocity saturation is left out too. In the cases below the electron drift velocity at the surface, $D_nu'(0)$, exceeds $10^7$ cm/s, where drift in common semiconductors has usually saturated. The electron densities found there test the scheme and are not predictions for a material. The anodic current density is $j=q(F_n-F_p)$. It is the same at every $x$, because $F_n$ and $F_p$ have equal divergence.

## The flux between two mesh points

Take a cell of width $h$ between nodes $i$ and $i+1$. Assume that in it $u$ is linear and $F_n$ constant, and write $d=u_{i+1}-u_i$. Since $(ne^{-u})'=(n'-nu')e^{-u}$, the flux law becomes

$$F_ne^{-u}=-D_n(ne^{-u})'.$$

Integrate over the cell. On the left, $\int e^{-u}dx=he^{-u_i}(1-e^{-d})/d$. Dividing by $e^{-u_i}$ gives

$$F_n\,h\,\frac{1-e^{-d}}{d}=D_n\left(n_i-n_{i+1}e^{-d}\right).$$

Define $B(z)=z/(e^z-1)$, with $B(0)=1$. Then $d/(1-e^{-d})=B(-d)$ and $B(-d)e^{-d}=B(d)$, so

$$F_n=\frac{D_n}{h}\left[B(-d)n_i-B(d)n_{i+1}\right].$$

This is the Scharfetter–Gummel flux. The hole law is the electron law with $u\to-u$, so holes use $d\to-d$.

For small $d$, $B(d)\approx1-d/2$, and the flux becomes the central difference

$$F_n^{\rm c}=\frac{D_n}{h}\left[\left(1+\frac d2\right)n_i-\left(1-\frac d2\right)n_{i+1}\right].$$

For large positive $d$, $B(-d)\to d$ and $B(d)\to0$. If also $n_{i+1}\ll n_ie^d$, the flux is then $D_nn_id/h$, pure drift fed by the node from which electrons come. Near the Boltzmann ratio $n_{i+1}=n_ie^d$ the second term still matters, as the next section shows.

## Why equilibrium carries no current

Using $B(-d)=e^dB(d)$,

$$F_n=\frac{D_n}{h}B(d)\left(n_ie^d-n_{i+1}\right).$$

It vanishes if and only if $n_{i+1}=n_ie^d$, which is the Boltzmann relation between nodal densities. This holds for any $h$ and any $d$. Holes obey $p_{i+1}=p_ie^{-d}$ in the same way. At $U=0$ in the dark these densities also give $np=n_{\rm int}^2$, hence $R=0$, and $n_0=n^*$, $p_0=p^*$, hence no transfer. They therefore solve all the discrete carrier equations with zero current, and the discrete Poisson equation fixes the potential.

Put the same densities into the central flux. The bracket is $n_i$ times

$$1+\frac d2-\left(1-\frac d2\right)e^d .$$

In $(1-d/2)(1+d+d^2/2+d^3/6+\dots)$ the coefficient of $d^2$ is $1/2-1/2=0$, and that of $d^3$ is $1/6-1/4=-1/12$. Hence

$$F_n^{\rm c}\approx\frac{D_nn_i}{12h}d^3 .$$

Since $d\approx hu'$, this false flux falls as $h^2$, but it multiplies a very large prefactor.

The zero depends on Boltzmann statistics. In a degenerate accumulation or inversion layer the equilibrium density of the degenerate carrier is not proportional to $e^{u}$ (electrons) or $e^{-u}$ (holes), so its Scharfetter–Gummel flux no longer vanishes. A flux built for the other statistics is then needed.

## Why densities stay positive

Integrating the continuity equation over the volume around each node gives, for either carrier with density $y$,

$$F_i-F_{i-1}+c_iy_i=g_i,\qquad F_i=a_iy_i-b_iy_{i+1}.$$

Here $F_i$ is the flux between nodes $i$ and $i+1$, and $F_{-1}=0$ because surface transfer is counted in $c_0$ and $g_0$. For electrons $a=D_nB(-d)/h$ and $b=D_nB(d)/h$. Both are positive, since $B>0$ for every real argument.

Recombination is split with its denominator $M=\tau(n+p+2n_{\rm int})$ taken from the latest available densities. For electrons in a volume $w$ the sink is $wp/M$ and the source $w(G+n_{\rm int}^2/M)$. The surface node has $w=h/2$ and gains a sink $k_n$ and a source $k_nn^*$. Thus $c_i\ge0$ and $g_i\ge0$.

Suppose the flux entering node $i$ from the left has been written $F_{i-1}=f_i-s_iy_i$, with $f_i,s_i\ge0$. This is true at the surface with $f_0=s_0=0$. The balance gives

$$F_i=T_i-S_iy_i,\qquad T_i=f_i+g_i,\quad S_i=s_i+c_i .$$

Equating this to $a_iy_i-b_iy_{i+1}$ yields

$$y_i=\frac{T_i+b_iy_{i+1}}{a_i+S_i}.$$

Substituting back,

$$F_i=T_i-S_i\frac{T_i+b_iy_{i+1}}{a_i+S_i}
=\frac{a_iT_i}{a_i+S_i}-\frac{b_iS_i}{a_i+S_i}\,y_{i+1}.$$

This has the assumed form at the next node, with

$$f_{i+1}=\frac{a_iT_i}{a_i+S_i},\qquad s_{i+1}=\frac{b_iS_i}{a_i+S_i},$$

both non-negative. Sweep right to find $f$ and $s$, then sweep left from the positive contact density. Every $y_i$ is positive, for any nodal potential and any mesh.

The recursion is also a good algorithm. It finds the densities without a subtraction, so a surface density many orders below the bulk one is not lost to rounding. The flux follows from $T_i-S_iy_i$, which avoids subtracting the two huge one-way fluxes.

For central differences $b\propto1-d/2$ is negative when $d>2$. At zero flux,

$$\frac{n_i}{n_{i+1}}=\frac{1-d/2}{1+d/2},$$

so the density changes sign from node to node wherever $d>2$. The proof of positivity fails at the same place.

## Coupling to Poisson's equation

The Gummel loop solves for electrons, then holes, then the potential, and repeats. In the Poisson step the quasi-Fermi levels are frozen: if $u$ moves from its old value by $\delta$, the densities become $ne^{\delta}$ and $pe^{-\delta}$. The discrete equation is then the condition for a minimum of

$$E=\tfrac12\sum_i(u_{i+1}-u_i)^2+\frac{h^2}{\lambda^2N}\sum_i\left(n_ie^{\delta_i}+p_ie^{-\delta_i}-Nu_i\right),$$

where the second sum runs over interior nodes and the end values are fixed. $E$ is strictly convex, so the minimum is unique.

A full Newton step $v$ can overshoot badly in the exponentials. Let $m=\max_i|v_i|$ and $g(t)=E(u+tv)$. The exponentials change by at most a factor $e^{mt}$, so $g''(t)\le e^{mt}K$ with $K=g''(0)$. The Newton equation gives $g'(0)=-K$. Integrating,

$$g'(t)\le-K+K\,\frac{e^{mt}-1}{m},$$

which is not positive as long as $e^{mt}\le1+m$. The step fraction $t=\ln(1+m)/m$ therefore lowers $E$. It tends to 1 near the solution, where full Newton steps return.

This guarantees descent within the Poisson step. It does not prove that the outer loop converges, which has to be observed in each calculation.

## Worked case: a dark electrode

The parameters are round model values: $T=300$ K, relative permittivity 10, $N=10^{17}$ cm$^{-3}$, $n_{\rm int}=10^3$ cm$^{-3}$, $\tau=1$ ns, $D_n=5$ and $D_p=1$ cm$^2$/s, $L=600$ nm, $\Phi_0=1$ V, and $k_n=k_p=10^4$ cm/s. Then $V_T=25.852$ mV and $\lambda=11.953$ nm.

On 600 cells, $h=1$ nm. Starting from a hole density that is not in equilibrium, the loop settles in 4 iterations. The densities match the Boltzmann factors to about $10^{-14}$. The largest one-way electron current is

$$\frac{qD_nN}{h}=8.01\times10^5\ \text{A/cm}^2,$$

and the largest net one is $9\times10^{-11}$ A/cm$^2$. The ratio is $10^{-16}$, the rounding level of double precision.

The central flux, given the same densities, yields 18.4 A/cm$^2$. The cubic formula explains this number. Multiply Poisson's equation by $u'$ and integrate from the bulk, where $u=u'=0$, with Boltzmann densities and bulk values $n_b,p_b$:

$$\frac{u'^2}{2}=\frac{p_b(e^{-u}-1)+n_b(e^u-1)-Nu}{\lambda^2N}.$$

Near the depletion edge holes are negligible and $n_b\approx N$, so $\lambda u'=\sqrt{2(e^u-1-u)}$. The false current is

$$\frac{qD_nN}{h}\,\frac{(h/\lambda)^3}{12}\,e^u\left[2(e^u-1-u)\right]^{3/2}.$$

The last two factors together peak at 0.470, near $u=-2.2$. With $(1/11.953)^3=5.86\times10^{-4}$ the result is $8.01\times10^5\times5.86\times10^{-4}\times0.470/12=18.4$ A/cm$^2$. Even at 1 nm spacing this false local current is thousands of times the photocurrents found below. It belongs to the Boltzmann densities, however. If the central equations are themselves solved, continuity forbids such a local current and the densities shift instead. The net electron flux is then negligible beside the one-way fluxes, so each cell has $n_{i+1}/n_i=(1+d/2)/(1-d/2)\approx e^{d+d^3/12}$ for small $d$. The errors in the exponent add up to $(h^2/12)\int u'^3dx=(h^2/12)\int u'^2du\approx(\Phi/V_T-1)^2h^2/(12\lambda^2)$. This is of order $h^2$, but at 1 nm it is about 0.83, so the surface electron density is less than half of $n^*$. Since $n_0\ne n^*$, this solution is not an equilibrium, and a small current remains even at $U=0$.

The same integral checks the potential. At the surface, holes and electrons are negligible beside donors, so

$$u'(0)=\frac1\lambda\sqrt{2\left(\frac{\Phi}{V_T}-1\right)}.$$

With $\Phi/V_T=38.68$ the field is $(25.852\ \text{mV}/11.953\ \text{nm})\sqrt{75.36}=18.78$ V/µm, and the solver gives the same to this precision. From a crude flat guess, the damped Poisson step takes 19 Newton steps to reach the solution, and $E$ was tested to fall throughout.

## Worked case: cathodic current and mesh error

Zero current tests cancellation; a known non-zero current tests accuracy. Neglect recombination, so that the electron flux is constant, and let $J=-F_n$ be the flux into the electrolyte. Integrating the flux law from surface to contact gives

$$J\int_0^Le^{-u}dx=D_n\left(n_b-n_0e^{-u(0)}\right).$$

Multiply by $e^{u(0)}=e^{-\Phi/V_T}$ and define $I=\int_0^Le^{-[u(x)-u(0)]}dx$. Then $JI/D_n=n_be^{-\Phi/V_T}-n_0$. Surface transfer gives $n_0=n^*+J/k_n$, hence

$$J=\frac{n_be^{-\Phi/V_T}-n^*}{1/k_n+I/D_n}.$$

The denominator adds two resistances in series: transfer at the surface and transport over the barrier. For small $k_n$ transfer controls the current; for large $k_n$ transport does.

To make transport matter, take $k_n=10^8$ cm/s and $U=-0.4$ V. This $k_n$ serves only as a numerical test. It is far above the thermal emission velocity $\sqrt{k_BT/(2\pi m)}$, about $3\times10^6$ cm/s for the free-electron mass, so with transfer at that velocity this model would be limited by transfer, not transport. Quadrature with the field from the first integral gives $I=1.837$ nm. The resistances are $I/D_n=3.67\times10^{-8}$ and $1/k_n=1.00\times10^{-8}$ s/cm. Since $n_be^{-\Phi/V_T}=n^*e^{0.4/0.025852}=8.326\times10^6$ cm$^{-3}$, with $n^*=1.59$ cm$^{-3}$,

$$qJ=\frac{1.602\times10^{-19}\times8.326\times10^6}{4.674\times10^{-8}}\ \text{A/cm}^2=28.5\ \mu\text{A/cm}^2 .$$

The solver's currents lie below the quadrature value by 0.67, 0.18 and 0.045 percent for $h=4$, 2 and 1 nm. The observed order between the two finest meshes is 1.98.

The size of the error can be derived. In the depletion layer $u''=-1/\lambda^2$, so at a distance $z$ into a cell the true potential lies above the straight line by $z(h-z)/(2\lambda^2)$. Its mean over a cell is $h^2/(12\lambda^2)$. The linear potential thus overestimates $I$ by about this fraction, if $e^{-u}$ varies little across a cell. At $h=1$ nm the fraction is $5.8\times10^{-4}$. Transport makes up $3.67/4.67=0.79$ of the resistance, so the current should be low by $4.6\times10^{-4}$, against $4.5\times10^{-4}$ found.

## Worked case: strong bending under light

Now let $G=10^{21}$ cm$^{-3}$s$^{-1}$, with $k_n$ back at $10^4$ cm/s. On 600 cells the photocurrents at bendings of 1, 3 and 5 V are 4.96, 5.82 and 6.37 mA/cm$^2$. Each calculation settles in 5 outer iterations, and the total current was tested to be equal at all faces.

The 3 V value can be estimated. Assign the surface field to a fully depleted layer of width $W$, so that $u'(0)=W/\lambda^2$ and

$$W=\lambda\sqrt{2(\Phi/V_T-1)}=181\ \text{nm}.$$

Assume all holes generated there are collected. In the neutral region $D_pp''=p/\tau-G$, with $p\approx0$ at both ends. Let $l=L-W$, $L_p=\sqrt{D_p\tau}=316$ nm and $z=x-W$:

$$p=G\tau\left[1-\frac{\cosh((z-l/2)/L_p)}{\cosh(l/2L_p)}\right].$$

The flux into the depletion layer is $D_pp'(z=0)=GL_p\tanh(l/2L_p)$. Therefore

$$j\approx qG\left[W+L_p\tanh\frac{L-W}{2L_p}\right]=5.84\ \text{mA/cm}^2 ,$$

where the bracket is $181+183$ nm. The solver's current is 0.4 percent lower. The estimate assumes a sharp depletion edge and no recombination inside the layer.

Next use 30 cells, so $h=20$ nm. At 5 V the potential changes by up to 31 thermal voltages across one cell. All densities remain positive, and the current differs from the fine-mesh value by 0.3 percent.

With central weights in the same potential, and with the same sources and sinks, 6 of the 31 electron densities are negative, the lowest being $-4.4\times10^{15}$ cm$^{-3}$.

The good current does not make the coarse solution accurate everywhere. At 3 V the lowest electron density is $1.42\times10^6$ cm$^{-3}$ on the fine mesh but $1.67\times10^7$ on the coarse one. To see why, neglect recombination and surface electron transfer near $x=0$, and take $d$ constant. The flux through successive faces is $Gh(i+\tfrac12)$. Try $n_i=\alpha(i+\beta)$. Since $B(-d)-B(d)=d$,

$$\frac{D_n\alpha}{h}\left[d(i+\beta)-B(d)\right]=Gh\left(i+\tfrac12\right).$$

Matching the terms in $i$ gives $\alpha=Gh^2/(D_nd)$. The rest gives $\beta=\tfrac12+1/(e^d-1)=\tfrac12\coth(d/2)$. Thus

$$n_0=\frac{Gh^2}{2D_nd}\coth\frac d2 .$$

For $d\ll1$ this tends to the continuum value $G/(D_nu'^2)$. For $d\gg1$ it is $Gh/(2D_nu')$, which grows with $h$. With the printed steps $d=1.27$ and 23.99 it gives $1.40\times10^6$ and $1.67\times10^7$ cm$^{-3}$, so it accounts for both values. Its ratio to the continuum value is $(d/2)\coth(d/2)$, which is 1.13 at $d=1.27$, so the fine-mesh density is itself about 13 percent too high. Positivity is guaranteed on the coarse mesh; this density is not.

## Guidance for the setting

- **Flux.** Choose Scharfetter–Gummel for non-degenerate carriers. Central differences need $|d|<2$ in every cell for the positivity proof, and even then their equilibrium densities miss the Boltzmann relation by an error in the exponent of order $h^2$, which grows as the square of the bending.
- **Mesh.** For a barrier-limited current, choose $h$ from $h^2/(12\lambda^2)$. When transport makes up the whole resistance, an error of 0.1 percent needs $h\approx0.11\lambda$, or 1.3 nm here; in the cathodic case above, where it makes up 0.79, about 1.5 nm suffices. For the electron density at the illuminated surface, also keep $d$ well below 1 there.
- **Equilibrium check.** Run the dark electrode at $U=0$. Compare the densities with the Boltzmann factors and, face by face, the net current with the one-way current. A deviation far above rounding points to an inconsistent flux, statistics or surface condition, or to an unconverged loop.
- **Convergence.** Require the potential and both densities to settle, and the total current to be equal at all faces. Then refine the mesh and watch the quantity wanted, since a converged photocurrent can accompany a surface electron density wrong by a factor of ten.
- **Physics.** A stable solution at 5 V shows that the discrete equations can be solved there. Whether a real electrode tunnels, breaks down or unpins its band edges first is outside this model.

The numerical output below lists the values for each mesh and bias.

## Calculated quantities

```
thermal voltage = 25.8520 mV at 300 K
relative permittivity = 10, donors = 1.0e+17 cm^-3
intrinsic density = 1.0e+03 cm^-3, lifetime = 1.0 ns
diffusivities: electrons 5.0, holes 1.0 cm^2/s
transfer velocities: electrons 1.0e+04, holes 1.0e+04 cm/s
length = 600 nm, Debye length = 11.953 nm
equilibrium bending = 1.00 V, generation = 1.0e+21 cm^-3 s^-1
equilibrium surface densities: n* = 1.5876e+00, p* = 6.2988e+05 cm^-3
DARK EQUILIBRIUM, 600 cells
outer iterations = 4
largest relative deviation from Boltzmann densities = 8.4e-15
largest net/one-way SG flux: electrons 2.1e-16, holes 3.2e-16
largest one-way electron current = 8.011e+05 A/cm^2
largest net SG electron current = 8.6e-11 A/cm^2
largest net central-difference current = 1.838e+01 A/cm^2
surface field: solver 18.776299, first integral 18.776226 V/um
Newton steps of Poisson solve from flat guess = 19
CATHODIC TEST, U = -0.4 V, electron transfer 1e+08 cm/s
barrier integral = 1.8369 nm
electron current from quadrature = 28.54184 uA/cm^2
  150 cells: 28.35026 uA/cm^2, relative error 6.71e-03
  300 cells: 28.49115 uA/cm^2, relative error 1.78e-03
  600 cells: 28.52897 uA/cm^2, relative error 4.51e-04
observed order between the two finest meshes = 1.977
ILLUMINATED ELECTRODE
  bending 1 V, 600 cells: j = 4.9567 mA/cm^2, iterations 5
    min n 4.12e+06, min p 1.00e-11 cm^-3, max step 0.72 kT/q
  bending 1 V, 30 cells: j = 4.9795 mA/cm^2, iterations 5
    min n 3.04e+07, min p 1.00e-11 cm^-3, max step 13.15 kT/q
  bending 3 V, 600 cells: j = 5.8171 mA/cm^2, iterations 5
    min n 1.42e+06, min p 1.00e-11 cm^-3, max step 1.27 kT/q
  bending 3 V, 30 cells: j = 5.8372 mA/cm^2, iterations 5
    min n 1.67e+07, min p 1.00e-11 cm^-3, max step 23.99 kT/q
  bending 5 V, 600 cells: j = 6.3732 mA/cm^2, iterations 5
    min n 9.08e+05, min p 1.00e-11 cm^-3, max step 1.64 kT/q
  bending 5 V, 30 cells: j = 6.3920 mA/cm^2, iterations 5
    min n 1.27e+07, min p 1.00e-11 cm^-3, max step 31.43 kT/q
coarse/fine current difference at 3 V = 0.346 %
coarse/fine current difference at 5 V = 0.295 %
3 V: depletion width = 181.31 nm, hole diffusion length = 316.23 nm
3 V: depletion estimate of photocurrent = 5.8419 mA/cm^2
3 V: surface hole density, 600 cells = 3.6307e+12 cm^-3
CENTRAL DIFFERENCES, 5 V, 30 cells, same potential and sources
negative electron densities: central 6, SG 0 of 31 nodes
lowest central electron density = -4.385e+15 cm^-3
```
